# Recovering two impurity spin asymmetries from ternary ferromagnetic alloy resistivities

## Question

I am stuck on an exercise about the two-current model of a ferromagnet. Impurities A and B are dissolved in the same host, separately (binary alloys) and together (ternary alloys). Spin-up and spin-down electrons carry current in parallel. The spin asymmetry of an impurity is $\alpha=\rho_\downarrow/\rho_\uparrow$, the ratio of the channel resistivities it causes when alone.

The data are synthetic, for low temperature. Resistivities are in μΩ cm, and each binary has the same impurity content as the ternary in its row.

| Alloy | A, B (at.%) | $\rho_A$ | $\rho_B$ | $\rho_{AB}$ |
|---|---|---|---|---|
| 1 | 2.0, 0.6 | 0.600 | 2.400 | 4.457 |
| 2 | 4.0, 0.4 | 1.200 | 1.600 | 4.534 |
| 3 | 6.0, 0.2 | 1.800 | 0.800 | 3.774 |

I must first prove that $\Delta=\rho_{AB}-\rho_A-\rho_B$ cannot be negative without spin mixing, then find $\alpha_A$ and $\alpha_B$. I am told that A scatters spin-down electrons more strongly.

I expanded the parallel-resistor formula and got a fraction whose sign I cannot see. Fitting alloy 1 by trial gave $\alpha_A=5$, $\alpha_B=0.2194$, but other pairs fit it too. Is the problem solvable, and why does the statement exclude spin mixing?

## Answer

It is solvable with two ternary alloys. The sign becomes clear if you treat resistivity as a minimum of Joule heat instead of expanding the fraction.

### The model and its minimum principle

Let $r_\uparrow,r_\downarrow$ be the channel resistivities of any one sample, and let $m$ be the spin-mixing resistivity, which describes momentum exchange between the channels. In a steady state the field balances the friction on each current:

$$E=r_\uparrow j_\uparrow+m(j_\uparrow-j_\downarrow),\qquad E=r_\downarrow j_\downarrow+m(j_\downarrow-j_\uparrow).$$

The determinant of this system is $(r_\uparrow+m)(r_\downarrow+m)-m^2=r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow)$. Its solution is

$$j_\uparrow=\frac{E(r_\downarrow+2m)}{r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow)},\qquad j_\downarrow=\frac{E(r_\uparrow+2m)}{r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow)}.$$

Dividing $E$ by the total current $j=j_\uparrow+j_\downarrow$ gives

$$\rho=\frac{r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow)}{r_\uparrow+r_\downarrow+4m}.\tag{1}$$

Now let $f=j_\uparrow/j$ be the spin-up share of the current. The heat produced per unit volume, divided by $j^2$, is

$$q(f)=r_\uparrow f^2+r_\downarrow(1-f)^2+m(2f-1)^2.$$

Setting $q'(f)=0$ gives $r_\uparrow f+m(2f-1)=r_\downarrow(1-f)-m(2f-1)$. This says that both channels feel the same field, so the physical current split is the stationary point. It is a minimum because $q''>0$. Multiplying the two equal sides, each $E/j$, by $f$ and $1-f$ and adding gives $q=E/j=\rho$. Thus $\rho=\min_f q(f)$.

### Why the deviation is nonnegative

Set $m=0$. Impurity X, meaning A or B, has channel resistivities $x_\uparrow,x_\downarrow$. Define $S_X=x_\uparrow+x_\downarrow$ and complete the square:

$$q_X=S_Xf^2-2x_\downarrow f+x_\downarrow=\rho_X+S_X(f-f_X)^2,$$

$$f_X=\frac{x_\downarrow}{S_X}=\frac{\alpha_X}{1+\alpha_X},\qquad \rho_X=x_\downarrow-\frac{x_\downarrow^2}{S_X}=\frac{x_\uparrow x_\downarrow}{S_X}.$$

Assume that scattering rates from the two impurities add within each channel, and neglect host scattering. The ternary heat is then $q_A+q_B$, so

$$\rho_{AB}=\rho_A+\rho_B+\min_f\left[S_A(f-f_A)^2+S_B(f-f_B)^2\right].$$

The bracket is a sum of squares with positive weights, hence $\Delta\ge0$. Physically, each impurity alone lets the current choose its own best split; together they must share one.

The minimum lies at $f_*=(S_Af_A+S_Bf_B)/(S_A+S_B)$. There

$$f_*-f_A=\frac{S_B(f_B-f_A)}{S_A+S_B},\qquad f_*-f_B=\frac{S_A(f_A-f_B)}{S_A+S_B}.$$

Inserting these gives a numerator $S_AS_B^2+S_BS_A^2=S_AS_B(S_A+S_B)$ over $(S_A+S_B)^2$, so

$$\Delta=\frac{S_AS_B}{S_A+S_B}(f_A-f_B)^2.\tag{2}$$

For positive, finite channel resistivities, equality holds only if $f_A=f_B$, which means $\alpha_A=\alpha_B$.

### Why spin mixing is excluded

Suppose every sample has the same $m>0$. Use the ternary's current split $f_{AB}$ as a trial value in both binaries, and write $s_{AB}=2f_{AB}-1$. Each binary resistivity is at most its trial heat, so

$$\rho_A+\rho_B\le q_A(f_{AB})+q_B(f_{AB})+2ms_{AB}^2=\rho_{AB}+ms_{AB}^2.$$

Here $q_A,q_B$ denote the parts without mixing. Mixing is counted once in the ternary and twice in the subtracted binaries, which leaves the weaker bound $\Delta\ge-ms_{AB}^2$.

Negative values do occur. Take two equal impurities with $\alpha=8$, each giving 1.200 μΩ cm at $m=0$. Their channels are $1.2\times9/8=1.35$ and $1.2\times9=10.8$ μΩ cm. With $m=1$ μΩ cm, equation (1) gives

$$\rho_A=\rho_B=\frac{14.58+12.15}{16.15}=1.655,\qquad \rho_{AB}=\frac{58.32+24.30}{28.30}=2.919.$$

Thus $\Delta=-0.391$ μΩ cm, above the lower bound of $-0.446$ μΩ cm.

The negative sign comes from a mixing term shared by all samples. If instead the impurities themselves flip spins and their contributions add, $m_{AB}=m_A+m_B$, the ternary heat is again the sum of the two binary heats, mixing included. Each is still a convex quadratic in $f$, so $\Delta\ge0$ survives. The best split $f_X$ is then no longer $\alpha_X/(1+\alpha_X)$, and the asymmetries recovered below come out wrong: a mixing of 5% of each impurity's unmixed binary resistivity lowers the apparent $\alpha_A$ from 8.0 to about 7.6.

### Turning the deviation into a linear problem

Return to $m=0$. Since $f_X(1-f_X)=x_\uparrow x_\downarrow/S_X^2=\rho_X/S_X$, we have $1/S_X=f_X(1-f_X)/\rho_X$. The reciprocal of (2) is therefore

$$\frac1\Delta=\frac{1/S_A+1/S_B}{(f_A-f_B)^2}=\frac{u}{\rho_A}+\frac{v}{\rho_B},\tag{3}$$

$$u=\frac{f_A(1-f_A)}{(f_A-f_B)^2},\qquad v=\frac{f_B(1-f_B)}{(f_A-f_B)^2}.$$

If each impurity's asymmetry does not depend on concentration, $u$ and $v$ are common to the whole series. One ternary gives one equation for two unknowns, which is why your trial fits were not unique. Two ternaries suffice if their ratios $\rho_A/\rho_B$ differ. Your pair fits alloy 1, but for alloy 3 it predicts $\Delta=1.632$ μΩ cm, against 1.174 in the table.

Equation (3) also has a useful limit. For a trace of B in an A-dominated alloy, $\rho_B\ll\rho_A$ and $\Delta\to\rho_B/v$. The current split is then set by A, and B must scatter a current it would have divided differently.

To recover the asymmetries, use the current polarizations $s_X=2f_X-1$ and their difference $d=s_A-s_B$. Because $f_X(1-f_X)=(1-s_X^2)/4$ and $f_A-f_B=d/2$,

$$1-s_A^2=ud^2,\qquad 1-s_B^2=vd^2.$$

Subtracting the first from the second gives $s_A^2-s_B^2=(v-u)d^2$. Division by $d\ne0$ gives $s_A+s_B=(v-u)d$. Combining this with $s_A-s_B=d$,

$$s_A=\frac d2(1+v-u),\qquad s_B=\frac d2(v-u-1).$$

Put $s_A$ back into $s_A^2+ud^2=1$:

$$\frac{d^2}{4}\left[(1+v-u)^2+4u\right]=1.$$

The bracket equals $D=1+2(u+v)+(u-v)^2$, so $d=\pm2/\sqrt D$ and

$$s_A=\pm\frac{1+v-u}{\sqrt D},\qquad s_B=\pm\frac{v-u-1}{\sqrt D},\qquad \alpha_X=\frac{1+s_X}{1-s_X}.\tag{4}$$

The same sign applies to both. Reversing it replaces each $\alpha$ by $1/\alpha$, which merely exchanges the names of the spin channels. Resistivity cannot distinguish these solutions; your extra information about A can.

### Your numbers

For alloy 1, $\Delta=4.457-0.600-2.400=1.457$ μΩ cm. For alloy 3, $\Delta=3.774-1.800-0.800=1.174$ μΩ cm. In units of (μΩ cm)$^{-1}$, equation (3) becomes

$$\frac{u}{0.600}+\frac{v}{2.400}=0.68634,\qquad \frac{u}{1.800}+\frac{v}{0.800}=0.85179.$$

The determinant is $1/(0.600\times0.800)-1/(1.800\times2.400)=1.85185$. Therefore

$$u=\frac{0.68634/0.800-0.85179/2.400}{1.85185}=0.2716,$$

$$v=\frac{0.85179/0.600-0.68634/1.800}{1.85185}=0.5607.$$

These give $D=2.748$ and $\sqrt D=1.658$. Since $\alpha_A>1$, take the upper sign:

$$s_A=\frac{1.2891}{1.658}=0.778,\qquad s_B=-\frac{0.7109}{1.658}=-0.429.$$

Equation (4) now gives **$\alpha_A=8.0$ and $\alpha_B=0.40$**. The rejected mirror solution is 0.125 and 2.50. The values used to generate the data are 8 and 0.4; the small differences in the unrounded answers come from rounding the data.

Alloy 2 was not used, so it can test the result. Equation (3) gives $1/\Delta=0.2716/1.200+0.5607/1.600=0.5768$ (μΩ cm)$^{-1}$, or $\Delta=1.734$ μΩ cm. The table gives the same value to that precision.

### How far to trust such a recovery

Subtraction magnifies errors. An error of 0.5% in $\rho_{AB}$ of alloy 1 is 0.022 μΩ cm, already 1.5% of $\Delta$. With independent random errors of 0.5% (standard deviation) in all six resistivities used, the central 68% of results spans 7.60–8.43 for $\alpha_A$ and 0.385–0.416 for $\alpha_B$. If the two asymmetries were nearly equal, $\Delta$ would vanish as $(f_A-f_B)^2$ and the recovery would become ill-conditioned.

The example lies in the rough regime of dilute nickel alloys at liquid-helium temperature: cobalt or iron in nickel has $\alpha$ well above 1, and chromium has $\alpha$ below 1. A and B remain model impurities. Real alloys break several assumptions, and the following estimates change one at a time, with the other parameters fixed:

- **Spin mixing:** $m=0.073$ μΩ cm in every sample lowers the apparent $\alpha_A$ by 10%. At $m=10$ μΩ cm, a rough size for nickel near room temperature, $\Delta$ of alloy 1 falls from 1.457 to 0.243 μΩ cm, even before thermal scattering within the channels is added. The method therefore needs cold samples. Cooling removes the thermal mixing but not spin flips caused by the impurities themselves.
- **Host scattering:** an uncorrected background of 0.03 μΩ cm with asymmetry 3 gives apparent values of 8.32 and 0.459. The second is about 15% too high.
- **Imperfect addition within channels:** if both ternary channel resistivities exceed the sums by 2%, the result is 8.17 and 0.380.
- **Spin-orbit anisotropy:** for magnetization along the current, a simple model replaces $r_\uparrow$ by $r_\uparrow+\gamma r_\downarrow$ and $r_\downarrow$ by $(1-\gamma)r_\downarrow$. The apparent asymmetry is then $\alpha(1-\gamma)/(1+\gamma\alpha)$. With $\gamma=0.01$ this gives 7.33 and 0.394, provided all samples are magnetized alike.
- **Orbital deflection:** for an internal induction of 0.6 T and $4.5\times10^{28}$ carriers per m³ per spin, the largest cyclotron angle between collisions is about 0.012 rad. For isotropic channels with equal carrier densities, its square, $1.5\times10^{-4}$, is an upper bound on the relative resistivity change, far below the other effects.

A negative measured $\Delta$, beyond its error, would show that at least one assumption of the proof has failed. A positive one does not show that they all hold, since $\Delta$ can remain positive with mixing present, as in the estimate above for $m=10$ μΩ cm, although equation (2) then no longer holds. A third alloy, used as above, gives a further but limited check. It is reproduced exactly under the spin-orbit model and under mixing proportional to impurity concentration, although the asymmetries are then biased. For $m=0.073$ μΩ cm, the 2% excess and the host background above, the predicted $\rho_{AB}$ of alloy 2 misses by about 0.026, 0.018 and 0.054 μΩ cm, against 0.023 μΩ cm for a 0.5% measurement error.

## Numbers as computed

```
Hidden asymmetries A, B: 8.000, 0.400
Binary slopes A, B: 0.300, 4.000 uOhm cm/at.%
Alloy 1: A 2.0 at.%, B 0.6 at.%
  rho_A, rho_B, rho_AB: 0.600, 2.400, 4.457 uOhm cm
  Delta: 1.457 uOhm cm; 1/Delta: 0.68634 1/(uOhm cm)
Alloy 2: A 4.0 at.%, B 0.4 at.%
  rho_A, rho_B, rho_AB: 1.200, 1.600, 4.534 uOhm cm
  Delta: 1.734 uOhm cm; 1/Delta: 0.57670 1/(uOhm cm)
Alloy 3: A 6.0 at.%, B 0.2 at.%
  rho_A, rho_B, rho_AB: 1.800, 0.800, 3.774 uOhm cm
  Delta: 1.174 uOhm cm; 1/Delta: 0.85179 1/(uOhm cm)
u, v, D: 0.27163, 0.56071, 2.74824
Polarizations s_A, s_B: 0.77759, -0.42884
Recovered alpha_A, alpha_B: 7.993, 0.3997
Mirror alpha_A, alpha_B: 0.1251, 2.502
A up, down: 0.338, 2.698 uOhm cm/at.%
B up, down: 14.007, 5.599 uOhm cm/at.%
Alloy 2 Delta predicted, observed: 1.7337, 1.7340 uOhm cm
Rival pair fitting alloy 1: 5.000, 0.2194
Rival Delta for alloy 3: 1.632 uOhm cm
Random error of each resistivity: 0.5 %
alpha_A 16, 50, 84 percentiles: 7.597, 8.009, 8.434
alpha_B 16, 50, 84 percentiles: 0.385, 0.400, 0.416
Equal impurities, each binary at m=0: 1.200 uOhm cm
  at m = 1.0 uOhm cm, Delta: -0.391 uOhm cm
  lower bound: -0.446 uOhm cm
Mixing that lowers alpha_A by 10 %: 0.0730 uOhm cm
Alloy 1 Delta at rough warm m = 10: 0.243 uOhm cm
Host background, asymmetry: 0.030 uOhm cm, 3.0
  apparent alpha_A, alpha_B: 8.323, 0.4586
Ternary channel excess: 2.0 %
  apparent alpha_A, alpha_B: 8.171, 0.3800
Spin-orbit gamma: 0.010; A-binary anisotropy: 6.92 %
  apparent alpha_A, alpha_B: 7.333, 0.3944
Internal induction: 0.6 T; density per spin: 4.5e+28 m^-3
Largest cyclotron angle: 0.0123 rad; its square: 1.5e-04
```
